# Landau Coefficients of a Laterally Clamped Perovskite Ferroelectric Film: a numerical check

```python
"""
Landau coefficients of a laterally clamped (001) ferroelectric film.

Result under test, for polarisation P3 along the film normal:
    W = u^2/(s11+s12) + a3s*P3^2 + a33s*P3^4 + a111*P3^6
    a3s  = a1  - 2*Q12*u/(s11+s12)     (shifted by the misfit u)
    a33s = a11 + Q12^2/(s11+s12)       (changed by clamping, not by u)
Symbols: a.. stress-free Landau coefficients, Q.. electrostriction,
s.. compliance, C.. stiffness, u in-plane misfit strain.
Voigt order 11,22,33,23,13,12 with engineering shear strains. SI units,
except in the anharmonic part, which uses GPa for energy density.
The reference side relaxes the strain tensor numerically.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize

# ---------- chosen round model parameters ----------
C11, C12, C44 = 300e9, 100e9, 100e9
Q11, Q12, Q44 = 0.10, -0.04, 0.06
T0, curie = 400.0, 1.5e5
a11, a12 = -2e8, 5e8
a111, a112, a123 = 3e9, 1e9, 1e9
misfit = -0.005
T_room = 300.0

C = np.zeros((6, 6))
C[:3, :3] = C12
C[range(3), range(3)] = C11
C[range(3, 6), range(3, 6)] = C44
S_compl = np.linalg.inv(C)
s11, s12, s44 = S_compl[0, 0], S_compl[0, 1], S_compl[3, 3]
s_sum = s11 + s12


def a1_of(T):
    return (T - T0) / (2 * epsilon_0 * curie)


def bulk_energy(P, T):
    x, y, z = np.asarray(P) ** 2
    return (a1_of(T) * (x + y + z) + a11 * (x*x + y*y + z*z)
            + a12 * (x*y + y*z + z*x) + a111 * (x**3 + y**3 + z**3)
            + a112 * (x*x*(y+z) + y*y*(x+z) + z*z*(x+y)) + a123 * x*y*z)


def spontaneous_strain(P):
    p1, p2, p3 = P
    x, y, z = p1*p1, p2*p2, p3*p3
    return np.array([Q11*x + Q12*(y+z), Q11*y + Q12*(x+z),
                     Q11*z + Q12*(x+y), Q44*p2*p3, Q44*p1*p3, Q44*p1*p2])


def strain_energy_form(P, strain, T):
    d = strain - spontaneous_strain(P)
    return bulk_energy(P, T) + 0.5 * d @ C @ d


held, free = [0, 1, 5], [2, 3, 4]
C_ff, C_fh = C[np.ix_(free, free)], C[np.ix_(free, held)]


def relaxed_strain(P, u):
    """Strain with zero stress on the free surface."""
    e = spontaneous_strain(P)
    strain = np.array([u, u, 0.0, 0.0, 0.0, 0.0])
    strain[free] = e[free] - np.linalg.solve(
        C_ff, C_fh @ (strain[held] - e[held]))
    return strain


def film_energy(P, u, T):
    return strain_energy_form(P, relaxed_strain(P, u), T)


# ---------- closed formulas ----------
det = s11**2 - s12**2
a33s = a11 + Q12**2 / s_sum
a11s = a11 + ((Q11**2 + Q12**2)*s11 - 2*Q11*Q12*s12) / (2*det)
a12s = (a12 - ((Q11**2 + Q12**2)*s12 - 2*Q11*Q12*s11) / det
        + Q44**2 / (2*s44))
a13s = a12 + Q12*(Q11 + Q12) / s_sum


def a3s_of(u, T):
    return a1_of(T) - 2*Q12*u / s_sum


def a1s_of(u, T):
    return a1_of(T) - (Q11 + Q12)*u / s_sum


def film_polynomial(P, u, T):
    x, y, z = np.asarray(P) ** 2
    return (u*u/s_sum + a1s_of(u, T)*(x+y) + a3s_of(u, T)*z
            + a11s*(x*x+y*y) + a33s*z*z + a12s*x*y + a13s*(x+y)*z
            + a111*(x**3+y**3+z**3)
            + a112*(x*x*(y+z)+y*y*(x+z)+z*z*(x+y)) + a123*x*y*z)


# full polynomial against numerically relaxed strain
rng = np.random.default_rng(1)
worst = 0.0
for _ in range(200):
    P = rng.uniform(-0.5, 0.5, 3)
    u, T = rng.uniform(-0.02, 0.02), rng.uniform(100, 900)
    ref = film_energy(P, u, T)
    worst = max(worst, abs(film_polynomial(P, u, T) - ref) / 1e8)
assert worst < 1e-9

# fixed-strain coefficients extracted from the energy by differences
p, e = 0.3, 1e-3
axis3, axis1 = np.array([0, 0, p]), np.array([p, 0, 0])
unit3 = np.eye(6)[2]


def coupling(P):
    up = strain_energy_form(P, e*unit3, T_room)
    down = strain_energy_form(P, -e*unit3, T_room)
    return -(up - down) / (2*e*p*p)


q11, q12 = coupling(axis3), coupling(axis1)
a11_fixed = (strain_energy_form(axis3, np.zeros(6), T_room)
             - a1_of(T_room)*p**2 - a111*p**6) / p**4
assert abs(a11_fixed - q11**2/(2*C11) - a33s) < 1e-6*abs(a33s)
shift_q = -2*misfit*(q12 - q11*C12/C11)
shift_Q = a3s_of(misfit, T_room) - a1_of(T_room)
assert abs(shift_q - shift_Q) < 1e-6*abs(shift_Q)
assert a11 <= a33s <= a11_fixed


# instability temperatures from numerical curvature at P = 0
def curvature(axis, u, T, h=1e-3):
    v = h*np.eye(3)[axis]
    return (film_energy(v, u, T) - 2*film_energy(0*v, u, T)
            + film_energy(-v, u, T)) / h**2


def T_normal(u):
    return T0 + 4*epsilon_0*curie*Q12*u/s_sum


def T_inplane(u):
    return T0 + 2*epsilon_0*curie*(Q11+Q12)*u/s_sum


for u in (misfit, -misfit):
    for axis, formula in ((2, T_normal), (0, T_inplane)):
        root = brentq(lambda T: curvature(axis, u, T), -500, 2000)
        assert abs(root - formula(u)) < 0.02   # finite step h
assert T_normal(misfit) > T_inplane(misfit)
assert T_normal(-misfit) < T_inplane(-misfit)

T_mid = 500.0
u_crit = a1_of(T_mid)*s_sum/(2*Q12)
u_root = brentq(lambda u: curvature(2, u, T_mid), -0.02, 0.02)
assert abs(u_root - u_crit) < 1e-6


# global minima over all three polarisation components
def global_minimum(energy):
    starts = [(.02, .01, .015), (.3, .02, .01), (.01, .02, .3),
              (.3, .3, .02), (.25, .25, .25), (.01, .02, .15)]
    runs = [minimize(lambda P: energy(P)*1e-6, s, method="Nelder-Mead",
                     options=dict(xatol=1e-7, fatol=1e-12, maxiter=4000,
                                  maxfev=8000)) for s in starts]
    return np.abs(min(runs, key=lambda r: r.fun).x)


def polar_root(quad, quart):
    """Larger stationary P for quad*P^2 + quart*P^4 + a111*P^6."""
    return np.sqrt((-quart + np.sqrt(quart**2 - 3*a111*quad)) / (3*a111))


P_film = polar_root(a3s_of(misfit, T_room), a33s)
found = global_minimum(lambda P: film_energy(P, misfit, T_room))
assert abs(found[2] - P_film) < 1e-5 and max(found[:2]) < 1e-4
P_bulk = polar_root(a1_of(T_room), a11)
found = np.sort(global_minimum(lambda P: bulk_energy(P, T_room)))
assert abs(found[2] - P_bulk) < 1e-5 and found[1] < 1e-4

# film: continuous onset along the normal for compressive misfit
Tn = T_normal(misfit)
above = global_minimum(lambda P: film_energy(P, misfit, Tn + 5))
below = global_minimum(lambda P: film_energy(P, misfit, Tn - 5))
P_near = polar_root(a3s_of(misfit, Tn - 5), a33s)
assert max(above) < 1e-4
assert abs(below[2] - P_near) < 1e-4 and max(below[:2]) < 1e-4

# film: in-plane onset for tensile misfit
Ti = T_inplane(-misfit)
above = global_minimum(lambda P: film_energy(P, -misfit, Ti + 5))
tensile = global_minimum(lambda P: film_energy(P, -misfit, Ti - 5))
assert max(above) < 1e-4
assert tensile[2] < 1e-4 and np.hypot(*tensile[:2]) > 0.03

# bulk: discontinuous onset
T_bulk = T0 + 2*epsilon_0*curie*a11**2/(4*a111)
P_jump = np.sqrt(-a11/(2*a111))
above = global_minimum(lambda P: bulk_energy(P, T_bulk + 0.5))
below = global_minimum(lambda P: bulk_energy(P, T_bulk - 0.5))
assert max(above) < 1e-4
assert abs(max(below) - P_jump) < 0.01   # still 0.5 K below onset

# normal strain of the film
S3_misfit = 2*s12*misfit/s_sum
S3_polar = (Q11 - 2*s12*Q12/s_sum)*P_film**2
S3_num = relaxed_strain(np.array([0, 0, P_film]), misfit)[2]
assert abs(S3_num - S3_misfit - S3_polar) < 1e-12

# ---------- anharmonic model: quartic term that depends on misfit ----------
# x = P3^2, w = in-plane strain, n = normal strain, energy in GPa
x, w, n = sp.symbols("x w n")
third = dict(xxw=10.0, xxn=-20.0, xwn=50.0, xnn=-100.0,
             wnn=-500.0, nnn=-2000.0)
c11, c12, g11, g12 = C11/1e9, C12/1e9, q11/1e9, q12/1e9
harmonic = (a1_of(T_room)/1e9*x + a11_fixed/1e9*x**2 + (c11+c12)*w**2
            + 2*c12*w*n + c11*n**2/2 - 2*g12*w*x - g11*n*x)
cubic = (third["xxw"]*x**2*w/2 + third["xxn"]*x**2*n/2
         + third["xwn"]*x*w*n + third["xnn"]*x*n**2/2
         + third["wnn"]*w*n**2/2 + third["nnn"]*n**3/6)


def quartic_function(F):
    Fx = sp.lambdify((x, w, n), sp.diff(F, x))
    Fn = sp.lambdify((x, w, n), sp.diff(F, n))

    def slope_in_x(xv, wv):
        nv = brentq(lambda t: Fn(xv, wv, t), -0.05, 0.05, xtol=1e-15)
        return Fx(xv, wv, nv)

    h = 1e-3
    return lambda wv: (slope_in_x(h, wv) - slope_in_x(-h, wv)) / (4*h)


quartic_h = quartic_function(harmonic)
quartic_a = quartic_function(harmonic + cubic)
for wv in (-0.01, 0.0, 0.01):
    assert abs(quartic_h(wv) - a33s/1e9) < 1e-7
ratio_n = -2*c12/c11
r = -g11/c11
D_xx = third["xxw"] + ratio_n*third["xxn"]
D_xn = third["xwn"] + ratio_n*third["xnn"]
D_nn = third["wnn"] + ratio_n*third["nnn"]
slope = 0.5*(D_xx - 2*r*D_xn + r*r*D_nn)
slope_num = (quartic_a(1e-4) - quartic_a(-1e-4)) / 2e-4
assert abs(slope_num - slope) < 1e-3*abs(slope)   # finite steps


# ---------- output ----------
def show(label, value, unit, fmt=".4g"):
    print(f"{label} = {value:{fmt}} {unit}".rstrip())


show("C11", C11/1e9, "GPa")
show("C12", C12/1e9, "GPa")
show("C44", C44/1e9, "GPa")
show("s11", s11*1e12, "1e-12/Pa")
show("s12", s12*1e12, "1e-12/Pa")
print(f"Q11, Q12, Q44 = {Q11}, {Q12}, {Q44} m^4/C^2")
print(f"T0 = {T0} K, Curie constant = {curie:.3g} K")
print(f"a11, a12 = {a11:.3g}, {a12:.3g} J m^5/C^4")
print(f"a111, a112, a123 = {a111:.2g}, {a112:.2g}, {a123:.2g} J m^9/C^6")
show("misfit u", 100*misfit, "%")
show("a1 at 300 K", a1_of(T_room), "J m/C^2")
show("misfit shift of a3*", shift_Q, "J m/C^2")
show("a3* at 300 K", a3s_of(misfit, T_room), "J m/C^2")
show("a1* at 300 K", a1s_of(misfit, T_room), "J m/C^2")
show("clamping change of quartic", a33s - a11, "J m^5/C^4")
show("a33*", a33s, "J m^5/C^4")
show("a11*", a11s, "J m^5/C^4")
show("a12*", a12s, "J m^5/C^4")
show("a13*", a13s, "J m^5/C^4")
show("q11", q11/1e9, "1e9 J m/C^2")
show("q12", q12/1e9, "1e9 J m/C^2")
show("fixed-strain quartic a11^S", a11_fixed, "J m^5/C^4")
show("T normal, u<0", T_normal(misfit), "K", ".1f")
show("T in-plane, u<0", T_inplane(misfit), "K", ".1f")
show("T normal, u>0 same size", T_normal(-misfit), "K", ".1f")
show("T in-plane, u>0 same size", T_inplane(-misfit), "K", ".1f")
show("critical misfit at 500 K", 100*u_crit, "%")
show("film P3 at 300 K", P_film, "C/m^2")
show("bulk P at 300 K", P_bulk, "C/m^2")
show("film P3 5 K below onset", P_near, "C/m^2")
show("bulk transition", T_bulk, "K", ".2f")
show("bulk jump of P", P_jump, "C/m^2")
show("S3 from misfit", 100*S3_misfit, "%")
show("S3 from polarisation", 100*S3_polar, "%")
show("S3 total", 100*S3_num, "%")
print("third derivatives (n=S3, x=P3^2; GPa, P in C/m^2):")
print("  " + ", ".join(f"{k}={v:g}" for k, v in third.items()))
show("slope da33*/du, formula", slope, "GPa m^8/C^4")
show("slope da33*/du, numerical", slope_num, "GPa m^8/C^4")
show("anharmonic a33* at u=0", quartic_a(0.0), "GPa m^8/C^4")
show("anharmonic a33* at u", quartic_a(misfit), "GPa m^8/C^4")
show("largest polynomial error / 1e8 J/m^3", worst, "", ".1e")
print("OK")
```

Printed output:

```
C11 = 300 GPa
C12 = 100 GPa
C44 = 100 GPa
s11 = 4 1e-12/Pa
s12 = -1 1e-12/Pa
Q11, Q12, Q44 = 0.1, -0.04, 0.06 m^4/C^2
T0 = 400.0 K, Curie constant = 1.5e+05 K
a11, a12 = -2e+08, 5e+08 J m^5/C^4
a111, a112, a123 = 3e+09, 1e+09, 1e+09 J m^9/C^6
misfit u = -0.5 %
a1 at 300 K = -3.765e+07 J m/C^2
misfit shift of a3* = -1.333e+08 J m/C^2
a3* at 300 K = -1.71e+08 J m/C^2
a1* at 300 K = 6.235e+07 J m/C^2
clamping change of quartic = 5.333e+08 J m^5/C^4
a33* = 3.333e+08 J m^5/C^4
a11* = 1.08e+09 J m^5/C^4
a12* = -6.8e+08 J m^5/C^4
a13* = -3e+08 J m^5/C^4
q11 = 22 1e9 J m/C^2
q12 = -6 1e9 J m/C^2
fixed-strain quartic a11^S = 1.14e+09 J m^5/C^4
T normal, u<0 = 754.2 K
T in-plane, u<0 = 134.4 K
T normal, u>0 same size = 45.8 K
T in-plane, u>0 same size = 665.6 K
critical misfit at 500 K = -0.1412 %
film P3 at 300 K = 0.3251 C/m^2
bulk P at 300 K = 0.301 C/m^2
film P3 5 K below onset = 0.05219 C/m^2
bulk transition = 408.85 K
bulk jump of P = 0.1826 C/m^2
S3 from misfit = 0.3333 %
S3 from polarisation = 0.775 %
S3 total = 1.108 %
third derivatives (n=S3, x=P3^2; GPa, P in C/m^2):
  xxw=10, xxn=-20, xwn=50, xnn=-100, wnn=-500, nnn=-2000
slope da33*/du, formula = 22.46 GPa m^8/C^4
slope da33*/du, numerical = 22.46 GPa m^8/C^4
anharmonic a33* at u=0 = 0.3333 GPa m^8/C^4
anharmonic a33* at u = 0.2195 GPa m^8/C^4
largest polynomial error / 1e8 J/m^3 = 1.2e-15
OK
```
